# Coherent one-phonon neutron scattering: cross-section, detailed balance and zone choice

**Q:** I am told that a phonon enters neutron scattering through a "structure factor" $\mathbf Q\cdot\mathbf e/\sqrt{M\omega}$, and that changing the Brillouin zone picks the polarisation. Both sound too simple. Where does the calculation start?

**A:** With the golden rule. A neutron of mass $m$ goes from wavevector $\mathbf k_i$ to $\mathbf k_f$. Define $\mathbf Q=\mathbf k_i-\mathbf k_f$ and $\hbar\omega=E_i-E_f$, so $\omega>0$ means that the neutron loses energy. Its interaction with the nuclei is the Fermi pseudopotential

$$V(\mathbf r)=\frac{2\pi\hbar^2}{m}\sum_j b_j\,\delta(\mathbf r-\mathbf R_j),$$

with real scattering lengths $b_j$. In the first Born approximation, with plane waves in a box of volume $\mathcal V$,

$$\langle\mathbf k_f|V|\mathbf k_i\rangle=\frac{2\pi\hbar^2}{m\mathcal V}A,\qquad A=\sum_j b_j e^{i\mathbf Q\cdot\mathbf R_j}.$$

The density of final neutron states per solid angle and energy is $\mathcal V mk_f/(8\pi^3\hbar^2)$, and the incident flux is $\hbar k_i/(m\mathcal V)$. The prefactor of the cross-section is therefore

$$\frac{2\pi}{\hbar}\left(\frac{2\pi\hbar^2}{m\mathcal V}\right)^2\frac{\mathcal V mk_f}{8\pi^3\hbar^2}\,\frac{m\mathcal V}{\hbar k_i}=\frac{k_f}{k_i}.$$

Let the crystal have states $\lambda$ with energies $\varepsilon_\lambda$ and thermal probabilities $p_\lambda$. Then

$$\frac{d^2\sigma}{d\Omega\,dE_f}=\frac{k_f}{k_i}S(\mathbf Q,\omega),\qquad S=\sum_{\lambda\lambda'}p_\lambda|\langle\lambda'|A|\lambda\rangle|^2\,\delta(\varepsilon_{\lambda'}-\varepsilon_\lambda-\hbar\omega).$$

**Q:** Real nuclei have random isotopes and spins. Which $b_j$ do you mean?

**A:** If these are uncorrelated between sites and with the motion, then $\overline{b_jb_{j'}}=\bar b_j\bar b_{j'}+\delta_{jj'}(\overline{b_j^2}-\bar b_j^2)$. The second term has no interference between different nuclei and is the incoherent scattering. I keep the first, and from here $b$ means the average $\bar b$.

**Q:** The sum over crystal states looks hopeless.

**A:** It becomes a thermal average once the delta function is written as a time integral:

$$\delta(\varepsilon_{\lambda'}-\varepsilon_\lambda-\hbar\omega)=\frac1{2\pi\hbar}\int dt\,e^{-i\omega t}e^{i(\varepsilon_{\lambda'}-\varepsilon_\lambda)t/\hbar}.$$

The last exponential turns $\langle\lambda'|A|\lambda\rangle$ into $\langle\lambda'|A(t)|\lambda\rangle$, with $A(t)$ the Heisenberg operator. The sum over $\lambda'$ is then a completeness relation:

$$S(\mathbf Q,\omega)=\frac1{2\pi\hbar}\int dt\,e^{-i\omega t}\langle A^\dagger(0)A(t)\rangle.$$

**Q:** Now you need the motion of the atoms.

**A:** I assume a harmonic crystal of $N$ cells with periodic boundaries. Atom $d$ of cell $l$ sits at $\mathbf R_l+\mathbf r_d+\mathbf u_{ld}$. The dynamical matrix $D(\mathbf q)$ has eigenvalues $\omega_s^2$ and eigenvectors $\mathbf e_{ds}(\mathbf q)$, normalised by $\sum_d|\mathbf e_{ds}|^2=1$. The displacement is

$$\mathbf u_{ld}(t)=\sum_{\mathbf qs}\sqrt{\frac{\hbar}{2NM_d\omega_s}}\left[\mathbf e_{ds}e^{i(\mathbf q\cdot\mathbf R_l-\omega_st)}a_{\mathbf qs}+\text{h.c.}\right].$$

The three uniform translations, which have $\omega=0$, are left out.

**Q:** Why that square root? Half of the claimed structure factor is already in it.

**A:** It is fixed by the commutator of position and momentum. With $\mathbf p=M\dot{\mathbf u}$ and $[a,a^\dagger]=1$, for Cartesian components $\alpha,\beta$,

$$[u_{ld\alpha},p_{l'd'\beta}]=\frac{i\hbar}{2N}\sqrt{\frac{M_{d'}}{M_d}}\sum_{\mathbf qs}\left[e_{ds\alpha}e^*_{d's\beta}e^{i\mathbf q\cdot(\mathbf R_l-\mathbf R_{l'})}+\text{c.c.}\right].$$

The factor $1/\omega_s$ from the two amplitudes has cancelled the $\omega_s$ from the time derivative. Completeness of the eigenvectors gives $\delta_{dd'}\delta_{\alpha\beta}$, and the sum over $\mathbf q$ gives $N\delta_{ll'}$. The two terms add to $i\hbar$, as required. (Leaving out the translations removes the centre-of-mass part, of relative order $1/N$.)

**Q:** The displacements stand in an exponent, and operators at different times do not commute. You cannot just expand to first order and hope.

**A:** No expansion is needed yet. Put $X=-i\mathbf Q\cdot\mathbf u_{l'd'}(0)$ and $Y=i\mathbf Q\cdot\mathbf u_{ld}(t)$. Both are linear in $a$ and $a^\dagger$, so $[X,Y]$ is a number and $e^Xe^Y=e^{X+Y+[X,Y]/2}$. What remains is the average of the exponential of a linear form.

Take one mode, $C=\alpha a+\beta a^\dagger$. The same operator rule gives $e^C=e^{\alpha\beta/2}e^{\beta a^\dagger}e^{\alpha a}$. Unequal powers of $a^\dagger$ and $a$ average to zero, so

$$\langle e^C\rangle=e^{\alpha\beta/2}\sum_m\frac{(\alpha\beta)^m}{(m!)^2}\langle a^{\dagger m}a^m\rangle.$$

With $x=e^{-\hbar\omega_s/k_BT}$ and $n=x/(1-x)$,

$$\langle a^{\dagger m}a^m\rangle=(1-x)\sum_{k\ge m}x^k\frac{k!}{(k-m)!}=(1-x)\frac{m!\,x^m}{(1-x)^{m+1}}=m!\,n^m.$$

The series sums to $e^{\alpha\beta n}$, hence $\langle e^C\rangle=e^{\alpha\beta(n+1/2)}$. Since $\langle C^2\rangle=\alpha\beta(2n+1)$, this is $\langle e^C\rangle=e^{\langle C^2\rangle/2}$. Independent modes multiply, so the rule holds for $X+Y$. Then

$$\tfrac12\langle(X+Y)^2\rangle+\tfrac12[X,Y]=\tfrac12\langle X^2+Y^2\rangle+\langle XY\rangle,$$

because $\tfrac12(XY+YX)+\tfrac12(XY-YX)=XY$.

**Q:** And where are the phonons in that?

**A:** Define $W_d=\tfrac12\langle(\mathbf Q\cdot\mathbf u_d)^2\rangle$. Then $\tfrac12\langle X^2+Y^2\rangle=-W_{d'}-W_d$. The signs in $\langle XY\rangle$ combine as $(-i)(i)=1$, so $\langle XY\rangle=g(t)$ with $g(t)=\langle\mathbf Q\cdot\mathbf u_{l'd'}(0)\,\mathbf Q\cdot\mathbf u_{ld}(t)\rangle$. Each pair of atoms contributes

$$b_db_{d'}\,e^{-W_d-W_{d'}}e^{i\mathbf Q\cdot(\mathbf R_l-\mathbf R_{l'}+\mathbf r_d-\mathbf r_{d'})}\left[1+g(t)+\tfrac12g(t)^2+\dots\right].$$

The 1 does not depend on time and gives elastic Bragg scattering. The linear term is the one-phonon scattering. The Debye-Waller factors stand in front of every term.

**Q:** When may the rest be dropped?

**A:** The Cauchy-Schwarz inequality gives $|g|\le2\sqrt{W_dW_{d'}}$, so the series converges quickly when $2W\ll1$. When $2W$ is not small, the higher terms are still there and must be calculated or subtracted. In a large crystal the two-phonon term fixes the sum or difference of two wavevectors, not each one. At given $\mathbf Q$ it therefore covers a range of energies, whereas the linear term gives one line per branch for loss and one for gain.

**Q:** Then show me the linear term, with all the factors of $N$.

**A:** Insert the mode expansion. Thermal averages leave $\langle aa^\dagger\rangle=n_s+1$ and $\langle a^\dagger a\rangle=n_s$:

$$g(t)=\sum_{\mathbf qs}\frac{\hbar}{2N\omega_s\sqrt{M_dM_{d'}}}\Big[(n_s+1)(\mathbf Q\cdot\mathbf e_{ds}^*)(\mathbf Q\cdot\mathbf e_{d's})e^{-i\mathbf q\cdot(\mathbf R_l-\mathbf R_{l'})}e^{i\omega_st}$$
$$\qquad+\,n_s(\mathbf Q\cdot\mathbf e_{ds})(\mathbf Q\cdot\mathbf e_{d's}^*)e^{i\mathbf q\cdot(\mathbf R_l-\mathbf R_{l'})}e^{-i\omega_st}\Big].$$

In the first term the time integral gives

$$\frac1{2\pi\hbar}\int dt\,e^{-i(\omega-\omega_s)t}=\delta(\hbar\omega-\hbar\omega_s),$$

so the neutron has lost one quantum. Take $\mathbf Q$ to be one of the wavevectors allowed by the periodic boundaries, which lie densely when $N$ is large. The double lattice sum of $e^{i(\mathbf Q-\mathbf q)\cdot(\mathbf R_l-\mathbf R_{l'})}$ is $N^2$ if $\mathbf Q-\mathbf q$ is a reciprocal lattice vector $\mathbf G$, and zero for other allowed $\mathbf q$. Together with the $1/N$ in $g$, one factor $N$ survives. The sums over $d$ and $d'$ form the squared modulus of

$$F_s(\mathbf Q)=\sum_d\frac{b_d}{\sqrt{M_d}}e^{-W_d}(\mathbf Q\cdot\mathbf e_{ds}^*)\,e^{i\mathbf Q\cdot\mathbf r_d}.$$

**Q:** The second term has $\mathbf e$ without the conjugate and needs $\mathbf Q+\mathbf q=\mathbf G$. Is that not a different structure factor?

**A:** It involves the phonon at $-\mathbf q$, if $\mathbf q$ now denotes $\mathbf Q$ reduced to the first zone. The force constants are real, so $D(-\mathbf q)=D(\mathbf q)^*$. The frequencies are therefore equal, and one may choose $\mathbf e_{ds}(-\mathbf q)=\mathbf e_{ds}(\mathbf q)^*$. This restores the conjugate and gives the same $F_s$. Inversion symmetry of the crystal is not needed. The complete one-phonon result is

$$\frac{d^2\sigma}{d\Omega\,dE_f}=\frac{k_f}{k_i}N\sum_s\frac{\hbar}{2\omega_s}|F_s(\mathbf Q)|^2\left[(n_s+1)\,\delta(\hbar\omega-\hbar\omega_s)+n_s\,\delta(\hbar\omega+\hbar\omega_s)\right].$$

For one atom per cell, $|F_s|^2/\omega_s=b^2e^{-2W}(\mathbf Q\cdot\mathbf e_s)^2/(M\omega_s)$. So $\mathbf Q\cdot\mathbf e/\sqrt{M\omega}$ is the phonon part of the amplitude in that case. With a basis, the atoms must first be added with their own lengths, masses, Debye-Waller factors and phases.

**Q:** I would believe it more if something without phonon operators agreed.

**A:** The numerical check diagonalises a small quantum ring of three coupled atoms, each also tied to its site by a spring so that no mode has zero frequency, and evaluates the golden-rule sum over its states directly. In units with $\hbar=M=k_B=1$, at $T=0.5$, the line at $\omega=1.3784$ for the largest $Q$ tried has loss strength 0.049880, against 0.049879 from the formula. The gain strength is 0.003167 in both. The same phonon seen at a quarter of that $Q$ has loss strength 0.003181. The ratio of the two loss strengths is 15.7 rather than 16, because the Debye-Waller factor reduces the growth as $Q^2$.

**Q:** Why should loss and gain differ at all, if $F_s$ is the same?

**A:** A phonon can be created even in the ground state, but it can be absorbed only if it is present. The ratio of the line strengths, without $k_f/k_i$, is

$$\frac{n_s}{n_s+1}=e^{-\hbar\omega_s/k_BT}.$$

As $T\to0$ the gain line vanishes. For $k_BT\gg\hbar\omega_s$ both factors approach $k_BT/\hbar\omega_s$, and each line grows as $k_BT/\omega_s^2$, apart from the Debye-Waller factor.

**Q:** Is that ratio special to harmonic phonons?

**A:** The general statement follows from the golden-rule sum. Reversing $\mathbf Q$ changes $A$ into $A^\dagger$, since the $b_j$ are real. In $S(-\mathbf Q,-\omega)$, exchange the names $\lambda$ and $\lambda'$. The matrix elements and the delta function become those of $S(\mathbf Q,\omega)$, but the weight is now $p_{\lambda'}=p_\lambda e^{-\hbar\omega/k_BT}$. Hence

$$S(-\mathbf Q,-\omega)=e^{-\hbar\omega/k_BT}S(\mathbf Q,\omega).$$

This needs thermal equilibrium, not harmonic forces. In the one-phonon formula, the equality of the gain and loss structure factors lets one compare the two lines at the same $\mathbf Q$ as well.

**Q:** Now the second claim. A phonon at $\mathbf q+\mathbf G$ is the same phonon as at $\mathbf q$. How can the zone matter?

**A:** Because the phonon is the same and the probe is not. Since $e^{i\mathbf G\cdot\mathbf R_l}=1$, the displacement pattern, $\omega_s$, $n_s$ and $\mathbf e_{ds}$ are unchanged. But the neutron measures displacement along $\mathbf Q=\mathbf G+\mathbf q$, and this direction changes with $\mathbf G$. For one atom per cell the strength of the loss line is, per atom,

$$I_s=b^2e^{-2W}\frac{\hbar(\mathbf Q\cdot\mathbf e_s)^2}{2M\omega_s}(n_s+1),\qquad\sum_s(\mathbf Q\cdot\mathbf e_s)^2=Q^2.$$

The second relation is completeness of the three polarisation vectors. Dividing by $Q^2$, the fractions $(\hat{\mathbf Q}\cdot\mathbf e_s)^2$ add to 1. The zone sets these fractions through the direction of $\mathbf Q$, and it also changes the common factor $Q^2e^{-2W}$. In a cubic crystal this factor depends only on the length of $\mathbf Q$. At lower symmetry $2W=\langle(\mathbf Q\cdot\mathbf u)^2\rangle$ can depend on the direction of $\mathbf Q$ as well. A branch is removed only when $\mathbf Q\perp\mathbf e_s$; otherwise it keeps a nonzero share.

**Q:** Show me a case with three distinct branches.

**A:** Take a model fcc crystal with round parameters: cubic constant $a=4$ Å, $M=60$ u, nearest-neighbour central springs $K=25$ N/m, $b=8$ fm, $T=300$ K. For unit bond vectors $\hat{\mathbf n}$ to the neighbours at $\mathbf R$, Newton's equation gives

$$D(\mathbf q)=\frac KM\sum_{\mathbf R}\hat{\mathbf n}\hat{\mathbf n}^T(1-\cos\mathbf q\cdot\mathbf R).$$

Choose $\mathbf q=(2\pi/a)(\tfrac12,\tfrac12,0)$. The mirrors $z\to-z$ and $x\leftrightarrow y$ leave $\mathbf q$ unchanged. The directions $[110]$, $[1\bar10]$ and $[001]$ behave differently under this pair of mirrors, so they cannot mix and are the polarisations. Call them L, T1 and T2.

The factor $1-\cos\mathbf q\cdot\mathbf R$ is 2 for the two bonds along $\pm[110]$, 0 for those along $\pm[1\bar10]$, and 1 for the other eight. The squared projection $(\hat{\mathbf n}\cdot\mathbf e)^2$ on those eight is $\tfrac14$ for L and T1, and $\tfrac12$ for T2. Therefore

$$\omega_L^2=\frac KM\left(2\cdot2+8\cdot\tfrac14\right)=\frac{6K}M,\qquad\omega_{T1}^2=\frac{2K}M,\qquad\omega_{T2}^2=\frac{4K}M.$$

The energies are 25.54, 14.75 and 20.85 meV, and the occupations are $n=0.593$, 1.301 and 0.806, in the order L, T1, T2.

**Q:** And the intensity of L?

**A:** Near $\mathbf G=(2,2,0)$, in units of $2\pi/a=1.5708$ Å$^{-1}$, the momentum transfer is $\mathbf Q=(2.5,2.5,0)$. It is parallel to $\mathbf e_L$, so $(\mathbf Q\cdot\mathbf e_L)^2=12.5\times1.5708^2=30.84$ Å$^{-2}$. Cubic symmetry makes the mean-square displacement isotropic, so $2W=Q^2\langle u_x^2\rangle=30.84\times0.00718=0.221$ and $e^{-2W}=0.801$. With $\omega_L=38.80$ rad/ps, $\hbar/(2M\omega_L)=0.001364$ Å$^2$. Since $b^2=64$ fm$^2=640$ mb,

$$I_L=640\times0.001364\times30.84\times0.801\times1.593\approx34.4\ \text{mb/sr per atom}.$$

This is the strength integrated over energy at fixed $\mathbf Q$, without $k_f/k_i$. Both transverse branches have zero strength here. With $2W=0.22$ the higher terms are not negligible: the two-phonon term, integrated over energy, is roughly a fifth of the L loss and gain lines together, but it is spread over a continuum and forms a background under them.

**Q:** Do the other zones work as cleanly?

**A:** Not quite. The loss strengths in mb/sr per atom are:

| $\mathbf G$ | L | T1 | T2 |
|---|---:|---:|---:|
| $(2,2,0)$ | 34.4 | 0 | 0 |
| $(2,-2,0)$ | 1.5 | 59.1 | 0 |
| $(0,0,4)$ | 1.3 | 0 | 56.9 |

Near $(2,-2,0)$, $\mathbf Q=(2.5,-1.5,0)$ in the same units. Its projection on $[1\bar10]$ is $4/\sqrt2$, and on $[110]$ it is $1/\sqrt2$, the part contributed by $\mathbf q$ itself. The ratio of squares, L to T1, is $1/16$. The factor $(n+1)/\omega$ lowers it further, by $(1.593/38.80)/(2.301/22.40)=0.40$, to 0.025. L thus keeps 2.4 % of the total. Near $(0,0,4)$ it keeps 2.2 %. The different energies still separate these remainders if the resolution is sufficient. A 64-atom periodic crystal, solved without Bloch's theorem, confirms the branch weights in all three zones.

**Q:** Does this let me call any branch longitudinal or transverse?

**A:** No. Here the mirrors fix the polarisations. At $\mathbf q=(2\pi/a)(0.5,0.2,0)$ in the same model, the polarisation of the highest branch makes an angle of 5.9° with $\mathbf q$. At such points one compares several zones with the eigenvectors of a model, rather than assigning a branch from one zone.

**Q:** What if there is a basis? Then $\mathbf Q\cdot\mathbf e$ is not the whole story.

**A:** The phases $e^{i\mathbf Q\cdot\mathbf r_d}$ also change with $\mathbf G$ and can favour acoustic or optic motion. In a model diatomic ring of seven cells (mass ratio 2.5, scattering-length ratio 0.6, second atom at 0.37 of the cell, each atom also tied weakly to its site), where all motion is along one line, the optic share of the loss strength at one and the same $q$ is 19.7 %, 78.7 % and 39.9 % in three successive zones. Polarisation direction plays no part there. The phases do nearly all of the work: with equal Debye-Waller factors on the two sites the shares are 19.8 %, 78.6 % and 41.3 %, while without the phases $e^{iQr_d}$ they stay between 20 % and 23 %.

There is a useful limit for acoustic phonons near a reciprocal lattice point. It holds for a crystal with no springs to fixed sites, so not for the ring above. As $\mathbf q\to0$ all atoms move together along a unit vector $\hat{\mathbf e}$, so $\mathbf e_d\to\sqrt{M_d/M_c}\,\hat{\mathbf e}$ with $M_c=\sum_dM_d$. Then

$$F_s\to\frac{\mathbf G\cdot\hat{\mathbf e}}{\sqrt{M_c}}\sum_db_de^{-W_d}e^{i\mathbf G\cdot\mathbf r_d}.$$

The sum is the Bragg structure factor. A strong Bragg point with $\mathbf G$ along the wanted displacement is therefore a good place to look for a long-wavelength acoustic phonon.

**Q:** Last doubt. If I measure the L line in loss and gain at 300 K, do I read off the Boltzmann factor?

**A:** After removing $k_f/k_i$, yes. Near $(2,2,0)$ the strengths are 34.4 mb/sr in loss and 12.8 mb/sr in gain. Their ratio is 0.372, equal to $e^{-25.54/25.85}$. Now fix $E_f=50$ meV. The loss process needs $E_i=75.5$ meV and has $k_f/k_i=0.814$; the gain process needs $E_i=24.5$ meV and has $k_f/k_i=1.430$. The cross-sections become 28.0 and 18.3 mb/sr, with ratio 0.654. Taken for a Boltzmann factor, this would give

$$T=\frac{25.54}{25.85}\,\frac{300\ \text{K}}{-\ln0.654}\approx700\ \text{K}.$$

The crystal is still at 300 K. Detailed balance in the simple form above belongs to $S(\mathbf Q,\omega)$, not to the cross-section at fixed final energy. Check how the data were normalised before correcting them. If the counts are divided by those of an incident-beam monitor whose efficiency goes as $1/k_i$, they are proportional to $k_fS$. At fixed $E_f$ the ratio is then already 0.372, apart from resolution effects, and $k_f/k_i$ must not be removed a second time.

## Values computed for the example and the checks

```
Three-atom quantum ring, units hbar=M=k_B=1, T = 0.5
<exp(iQu)> at Q=1: direct 0.781353, Gaussian 0.781353
Q=1*2pi/(3a), w=1.3784: loss direct 0.003181, formula 0.003181; gain direct 0.000202, formula 0.000202
Q=3*2pi/(3a), w=1.0000: loss direct 0.042286, formula 0.042286; gain direct 0.005723, formula 0.005723
Q=4*2pi/(3a), w=1.3784: loss direct 0.049880, formula 0.049879; gain direct 0.003167, formula 0.003167
Diatomic ring, 7 cells, same q = 2*2pi/(7a), optic share of the loss strength:
  Q = q, q+G, q+2G: 19.7 %, 78.7 %, 39.9 %
Model fcc: a = 4 A, M = 60 u, spring = 25 N/m, b = 8 fm, T = 300 K
k_B T = 25.852 meV; <u_x^2> = 0.00718 A^2; 2pi/a = 1.5708 1/A
branch L: energy 25.539 meV, w = 38.801 rad/ps, n = 0.5933
branch T1: energy 14.745 meV, w = 22.402 rad/ps, n = 1.3005
branch T2: energy 20.853 meV, w = 31.681 rad/ps, n = 0.8062
G = (2, 2, 0): |Q| = 5.5536 1/A, 2W = 0.2214, exp(-2W) = 0.8014
  L: (Q.e)^2 = 30.8425 1/A^2, loss strength 34.377 mb/sr per atom, share 100.00 %
  T1: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
  T2: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
G = (2, -2, 0): |Q| = 4.5796 1/A, 2W = 0.1505, exp(-2W) = 0.8602
  L: (Q.e)^2 = 1.2337 1/A^2, loss strength 1.476 mb/sr per atom, share 2.44 %
  T1: (Q.e)^2 = 19.7392 1/A^2, loss strength 59.063 mb/sr per atom, share 97.56 %
  T2: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
G = (0, 0, 4): |Q| = 6.3806 1/A, 2W = 0.2922, exp(-2W) = 0.7466
  L: (Q.e)^2 = 1.2337 1/A^2, loss strength 1.281 mb/sr per atom, share 2.20 %
  T1: (Q.e)^2 = 0.0000 1/A^2, loss strength 0.000 mb/sr per atom, share 0.00 %
  T2: (Q.e)^2 = 39.4784 1/A^2, loss strength 56.917 mb/sr per atom, share 97.80 %
L at G = (2,2,0), E_f = 50.0 meV, k_f = 4.9122 1/A
  loss: E_i = 75.539 meV, k_i = 6.0378 1/A, k_f/k_i = 0.8136
    strength 34.377 mb/sr, times k_f/k_i 27.968 mb/sr
  gain: E_i = 24.461 meV, k_i = 3.4358 1/A, k_f/k_i = 1.4297
    strength 12.800 mb/sr, times k_f/k_i 18.301 mb/sr
  gain/loss without k_f/k_i 0.3724, exp(-hbar w/k_B T) 0.3724
  gain/loss with k_f/k_i 0.6543
q = (0.5,0.2,0) 2pi/a: angle of highest-branch e to q = 5.93 degrees
```
